# Static screening of a two-dimensional electron gas at zero temperature

## Does screening have to be recomputed at every scattering angle?

To calculate the low-temperature mobility of a transistor channel limited by charged impurities, one integrates a squared matrix element over scattering angle. Each angle has its own momentum transfer \(q\), and the electrons screen the impurity potential by an amount that may depend on \(q\). Either the static response function must be evaluated inside the angular integral, or a single screening wavevector can be used throughout. For an ideal two-dimensional gas of zero thickness at zero temperature the second choice is correct within the random-phase approximation; a channel a few nanometres thick loses this property, as discussed at the end. The screening wavevector is constant up to twice the Fermi wavevector \(k_F\), as shown below, and elastic scattering on the Fermi circle never transfers more than that.

## Density response to a static potential

The electrons occupy one isotropic parabolic subband of zero thickness, with energy \(E(\mathbf k)=\hbar^2k^2/2m\), degeneracy \(g=g_sg_v\) (spin times valley) and sheet density \(n\). Counting states inside the Fermi circle gives \(n=g\,\pi k_F^2/(2\pi)^2\), so

\[
k_F=\sqrt{4\pi n/g},\qquad E_F=\frac{\hbar^2k_F^2}{2m}. \tag{1}
\]

Let a weak static potential energy \(U(\mathbf r)=U_q e^{i\mathbf q\cdot\mathbf r}+U_q^*e^{-i\mathbf q\cdot\mathbf r}\), with \(q>0\), act on the electrons. To first order, the plane wave \(\mathbf k\) acquires components at \(\mathbf k\pm\mathbf q\) with amplitudes

\[
c_{+}=\frac{U_q}{E(\mathbf k)-E(\mathbf k+\mathbf q)},\qquad
c_{-}=\frac{U_q^*}{E(\mathbf k)-E(\mathbf k-\mathbf q)}. \tag{2}
\]

Its density, relative to the uniform value, is \(1+[(c_++c_-^*)e^{i\mathbf q\cdot\mathbf r}+\text{c.c.}]\). Summing over states with occupation \(f(\mathbf k)\) gives

\[
\delta n_q=gU_q\int\!\frac{d^2k}{(2\pi)^2}\,f(\mathbf k)\left[\frac{1}{E(\mathbf k)-E(\mathbf k+\mathbf q)}+\frac{1}{E(\mathbf k)-E(\mathbf k-\mathbf q)}\right].
\]

Replacing \(\mathbf k\) by \(\mathbf k+\mathbf q\) in the second term turns it into \(f(\mathbf k+\mathbf q)/[E(\mathbf k+\mathbf q)-E(\mathbf k)]\). Hence

\[
\delta n_q=-\Pi(q)U_q,\qquad
\Pi(q)=g\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f(\mathbf k)-f(\mathbf k+\mathbf q)}{E(\mathbf k+\mathbf q)-E(\mathbf k)}. \tag{3}
\]

The minus sign says that electrons leave regions of high potential energy, since \(\Pi>0\): at zero temperature, if only one of the two states is filled, it is the lower one, so the numerator is either zero or of the same sign as the denominator.

The small denominators need care. Choose \(x\) along \(\mathbf q\) and define \(u=k_x+q/2\). Then

\[
E(\mathbf k+\mathbf q)-E(\mathbf k)=\frac{\hbar^2}{2m}(q^2+2qk_x)=\frac{\hbar^2q\,u}{m}, \tag{4}
\]

which vanishes on the line \(u=0\). There the two states are both filled or both empty. Mixing two filled states with each other leaves their summed density unchanged, so such pairs drop out, as the combined numerator in (3) shows. Pairs with one filled state approach \(u=0\) only where the Fermi circles of \(f(\mathbf k)\) and \(f(\mathbf k+\mathbf q)\) meet. If the circles cross, the range of \(k_y\) with unequal occupations shrinks as \(|u|\), and the integrand stays finite after the \(k_y\) integration. If they touch, at \(q=2k_F\), the range shrinks as \(|u|^{1/2}\), which leaves an integrable \(|u|^{-1/2}\). The integral (3) therefore exists for every \(q>0\).

## From density response to a screening wavevector

Let the gas lie in the plane \(z=0\) of a uniform medium with permittivity \(\varepsilon=\varepsilon_r\varepsilon_0\). For a sheet charge \(\rho_qe^{i\mathbf q\cdot\mathbf r}\delta(z)\), Poisson's equation in Fourier space reads \(\varepsilon(q^2+q_z^2)\phi=\rho_q\). The potential in the sheet is

\[
\phi_q(z=0)=\frac{\rho_q}{\varepsilon}\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}\frac{1}{q^2+q_z^2}
=\frac{\rho_q}{2\pi\varepsilon}\left[\frac1q\arctan\frac{q_z}{q}\right]_{-\infty}^{\infty}=\frac{\rho_q}{2\varepsilon q}.
\]

With \(\rho_q=-e\,\delta n_q\) and potential energy \(-e\phi_q\), the induced density contributes \(v(q)\delta n_q\), where

\[
v(q)=\frac{e^2}{2\varepsilon q}. \tag{5}
\]

In the random-phase approximation the electrons respond as independent particles to the sum of the external and induced potentials. Let \(U_{\rm ext}\) be the external potential energy already reduced by the medium. Then \(U=U_{\rm ext}+v\,\delta n=U_{\rm ext}-v\Pi U\), so

\[
U=\frac{U_{\rm ext}}{1+v\Pi}\equiv\frac{U_{\rm ext}}{1+q_s(q)/q},\qquad
q_s(q)=q\,v(q)\Pi(q)=\frac{e^2}{2\varepsilon}\,\Pi(q). \tag{6}
\]

This defines the screening wavevector \(q_s\). The factor \(q\) cancels the \(1/q\) of the Coulomb interaction, so \(q_s\) is constant where \(\Pi\) is constant.

## Reduction to one integral

At zero temperature \(f(\mathbf k)=1\) for \(k<k_F\) and zero outside. To treat the two terms of (3) separately, first remove the strip \(|u|<\eta\) and let \(\eta\to0\) at the end; this is harmless because the complete integrand is integrable. The map \(\mathbf k\to-\mathbf k-\mathbf q\) changes \(u\) into \(-u\), so it preserves the strip. It also changes \(f(\mathbf k+\mathbf q)\) into \(f(-\mathbf k)=f(\mathbf k)\) and reverses the sign of the denominator. The second term thus equals the first, and with (4)

\[
\Pi(q)=2g\,\mathrm P\!\!\int\!\frac{d^2k}{(2\pi)^2}\,f(\mathbf k)\,\frac{m}{\hbar^2q\,(k_x+q/2)}, \tag{7}
\]

where P denotes the principal value just defined. The \(k_y\) integral gives the chord length \(2\sqrt{k_F^2-k_x^2}\). Set \(k_x=k_Fx\) and \(a=q/(2k_F)\). The measure and the chord each supply a factor \(k_F\), and the denominator removes one:

\[
\Pi(q)=\frac{2gm}{4\pi^2\hbar^2q}\,2k_F\,I(a)=\frac{gmk_F}{\pi^2\hbar^2q}\,I(a),\qquad
I(a)=\mathrm P\!\!\int_{-1}^{1}\frac{\sqrt{1-x^2}}{x+a}\,dx. \tag{8}
\]

Substituting \(q=2ak_F\) and introducing the density of states \(D\) gives

\[
\Pi(q)=D\,\frac{I(a)}{\pi a},\qquad D=\frac{gm}{2\pi\hbar^2}=\frac{n}{E_F}. \tag{9}
\]

The last equality follows from (1): \(n/E_F=(gk_F^2/4\pi)(2m/\hbar^2k_F^2)\).

## Evaluation of the integral

Multiply numerator and denominator of the integrand by \(\sqrt{1-x^2}\), and write \(1-x^2=(1-a^2)+(a-x)(a+x)\). The factor \(a+x\) cancels the pole in one part:

\[
I(a)=\int_{-1}^{1}\frac{a-x}{\sqrt{1-x^2}}\,dx+(1-a^2)J(a),\qquad
J(a)=\mathrm P\!\!\int_{-1}^{1}\frac{dx}{(x+a)\sqrt{1-x^2}}. \tag{10}
\]

In the first integral the term in \(x\) is odd and vanishes, while \(\int_{-1}^1dx/\sqrt{1-x^2}=\pi\). It equals \(\pi a\). In \(J\), put \(x=\cos\varphi\) and then \(t=\tan(\varphi/2)\), for which \(d\varphi=2\,dt/(1+t^2)\) and \(\cos\varphi=(1-t^2)/(1+t^2)\):

\[
J(a)=\mathrm P\!\!\int_0^\pi\frac{d\varphi}{a+\cos\varphi}
=\mathrm P\!\!\int_0^\infty\frac{2\,dt}{(1+a)-(1-a)t^2}. \tag{11}
\]

These smooth substitutions preserve the principal value. A symmetric gap of half-width \(\delta\) becomes symmetric up to a shift of order \(\delta^2\); the integrand there is of order \(1/\delta\), so the difference vanishes with \(\delta\).

**Case \(a<1\).** Let \(c^2=(1+a)/(1-a)\). Then

\[
J(a)=\frac{2}{1-a}\,\mathrm P\!\!\int_0^\infty\frac{dt}{c^2-t^2},\qquad
G(t)=\frac1{2c}\ln\left|\frac{c+t}{c-t}\right|, \tag{12}
\]

where \(G\) is an antiderivative of \(1/(c^2-t^2)\) on each side of the pole. It vanishes at \(t=0\) and as \(t\to\infty\). What remains is the contribution of the two edges of the gap,

\[
G(c-\delta)-G(c+\delta)=\frac1{2c}\ln\frac{2c-\delta}{2c+\delta}\longrightarrow0 .
\]

Therefore \(J(a)=0\) and \(I(a)=\pi a\).

**Case \(a>1\).** The denominator in (11) is \((a+1)+(a-1)t^2\), without a pole, and

\[
J(a)=\frac{2}{\sqrt{a^2-1}}\left[\arctan\!\left(t\sqrt{\frac{a-1}{a+1}}\right)\right]_0^\infty=\frac{\pi}{\sqrt{a^2-1}}. \tag{13}
\]

Since \((1-a^2)/\sqrt{a^2-1}=-\sqrt{a^2-1}\), this gives \(I(a)=\pi(a-\sqrt{a^2-1})\).

**Case \(a=1\).** Here \(J\) diverges, so return to (8). The integrand is \(\sqrt{1-x^2}/(1+x)=(1-x)/\sqrt{1-x^2}\), and \(I(1)=\pi\). Both branches have this limit.

## The screening wavevector

Insert these values in (9) and then in (6). With \(\sqrt{a^2-1}/a=\sqrt{1-1/a^2}\),

\[
q_s(q)=
\begin{cases}
q_{TF}, & 0<q\le2k_F,\\[4pt]
q_{TF}\left[1-\sqrt{1-(2k_F/q)^2}\,\right], & q>2k_F,
\end{cases} \tag{14}
\]

\[
q_{TF}=\frac{e^2D}{2\varepsilon}=\frac{gme^2}{4\pi\varepsilon\hbar^2}=\frac{g}{a^*},\qquad
a^*=\frac{4\pi\varepsilon\hbar^2}{me^2}. \tag{15}
\]

This proves the constancy. Below \(2k_F\) the integral \(I\) grows in proportion to \(q\), and this growth cancels the prefactor \(1/q\) in (8).

Equation (14) can also be read at fixed \(q\) while electrons are added. The response rises until the Fermi circle reaches radius \(q/2\). Thereafter \(\Pi=D\), whatever the density: a ring of added states with \(k>q/2\) contains positive and negative denominators in (7), and their contributions cancel. For this reason \(q_{TF}\) does not depend on \(n\), although the range of \(q\) over which it applies does.

On the plateau \(\delta n_q=-DU_q\), which is the Thomas–Fermi relation: the local density follows the local potential energy with the density of states as coefficient. That relation is expected for slow variation, \(q\to0\). In this model it persists up to \(q=2k_F\). The screening factor \(1+q_{TF}/q\) itself still depends on \(q\); the constant quantity is \(q_s\).

Two limits describe the other branch. Just above the edge let \(\delta=(q-2k_F)/k_F\). Then

\[
1-\left(\frac{2}{2+\delta}\right)^2=\frac{\delta(4+\delta)}{(2+\delta)^2}\approx\delta,
\qquad \frac{q_s}{q_{TF}}\approx1-\sqrt{\delta}. \tag{16}
\]

The function is continuous, but its slope is infinite on the upper side. For \(q\gg2k_F\), expanding the root gives \(q_s/q_{TF}\approx2k_F^2/q^2\), or

\[
\Pi\approx\frac{gm}{2\pi\hbar^2}\,\frac{2k_F^2}{q^2}=\frac{4mn}{\hbar^2q^2}=\frac{2n}{\hbar^2q^2/2m}. \tag{17}
\]

This is the response of \(n\) independent electrons initially near rest, each with two virtual transitions of energy \(\hbar^2q^2/2m\). No transition is blocked by the Pauli principle at any \(q>2k_F\); for \(q\gg2k_F\) the spread of the initial momenta does not matter either, at leading order.

## Consequence for the mobility integral

For elastic scattering through angle \(\theta\) on the Fermi circle,

\[
q^2=|\mathbf k'-\mathbf k|^2=2k_F^2(1-\cos\theta),\qquad q=2k_F\sin(\theta/2)\le2k_F. \tag{18}
\]

Every such event lies on the plateau. For uncorrelated single charges in the channel plane, with sheet density \(N_i\), the golden rule in the Born approximation gives the momentum relaxation rate

\[
\frac1\tau=\frac{2\pi N_i}{\hbar}\int\!\frac{d^2k'}{(2\pi)^2}|U_q|^2(1-\cos\theta)\,\delta(E'-E_F).
\]

Spin and valley are conserved, so there is no factor \(g\). Using \(d^2k'=(m/\hbar^2)\,dE'\,d\theta\) and \(U_q=v/(1+q_{TF}/q)\) in magnitude,

\[
\frac1\tau=\frac{N_im}{2\pi\hbar^3}\int_0^{2\pi}\!d\theta\,(1-\cos\theta)\left[\frac{e^2}{2\varepsilon(q+q_{TF})}\right]^2. \tag{19}
\]

One number \(q_{TF}\) serves the whole integral. Screening multiplies the squared matrix element of the bare interaction by \([q/(q+q_{TF})]^2\).

## A model channel

Take \(m=0.2\,m_e\), \(\varepsilon_r=10\), \(n=10^{13}\ \text{cm}^{-2}=0.1\ \text{nm}^{-2}\), \(g_s=2\) and \(g_v=1\). These are round model parameters, and the sheet is still taken to have zero thickness and one occupied subband. Equation (1) gives

\[
k_F=\sqrt{2\pi\times0.1}\ \text{nm}^{-1}=0.793\ \text{nm}^{-1},
\]

so the plateau ends at \(1.585\ \text{nm}^{-1}\). The density of states is \(0.8355\ \text{nm}^{-2}\,\text{eV}^{-1}\), and \(E_F=n/D=0.1/0.8355\ \text{eV}=0.120\ \text{eV}\). The effective Bohr radius is \(a^*=2.646\ \text{nm}\), hence

\[
q_{TF}=\frac{2}{2.646\ \text{nm}}=0.756\ \text{nm}^{-1}=7.56\times10^6\ \text{cm}^{-1}.
\]

For backscattering, \(\theta=180^\circ\), the squared matrix element is multiplied by \([1.585/(1.585+0.756)]^2=0.46\). At \(90^\circ\), where \(q=1.121\ \text{nm}^{-1}\), the factor is \([1.121/(1.121+0.756)]^2=0.36\). Screening weakens small-angle scattering more strongly, although \(q_s\) is the same at both angles.

The values on both sides of the edge, with those at 300 K derived below, are:

| \(q/k_F\) | \(q_s\), \(T=0\) (nm⁻¹) | \(q_s\), 300 K (nm⁻¹) |
|---|---|---|
| 0.5 | 0.756 | 0.747 |
| 1.0 | 0.756 | 0.739 |
| 1.5 | 0.756 | 0.707 |
| 2.0 | 0.756 | 0.567 |
| 2.5 | 0.302 | 0.330 |
| 3.0 | 0.192 | 0.200 |
| 4.0 | 0.101 | 0.103 |

Two numerical tests in the output bypass the integrals above. A direct sum over plane-wave states, at ten wavevectors from \(0.05k_F\) to \(4k_F\), agrees with (14) to within \(6.1\times10^{-4}\) of \(q_{TF}\). Diagonalizing the electron Hamiltonian in a weak cosine potential tests the response (3), including its sign, on both branches.

## What temperature does to the plateau

At temperature \(T\), equation (3) holds with the Fermi function \(f(E)\) and chemical potential \(\mu\). Its integrand is now regular at equal energies, where the quotient tends to \(-\partial f/\partial E\). A Fermi function is a superposition of zero-temperature steps,

\[
f(E)=\int_0^\infty dE'\left(-\frac{\partial f}{\partial E'}\right)\Theta(E'-E),\qquad E\ge0, \tag{20}
\]

and \(\Pi\) is linear in \(f\). It is therefore the same superposition of zero-temperature responses with Fermi energies \(E'\). Let \(E_q=\hbar^2q^2/8m\) be the energy at wavevector \(q/2\). A step at \(E'\ge E_q\) contributes \(D\), and one at \(E'<E_q\) contributes \(D[1-\sqrt{1-E'/E_q}]\). The weights add up to \(f(0)\), so

\[
\frac{q_s(q,T)}{q_{TF}}=f(0)-\int_0^{E_q}\!dE'\left(-\frac{\partial f}{\partial E'}\right)\sqrt{1-\frac{E'}{E_q}}. \tag{21}
\]

At fixed density, \(n=D\int_0^\infty f\,dE=Dk_BT\ln(1+e^{\mu/k_BT})\). Since \(n=DE_F\), we have \(1+e^{\mu/k_BT}=e^{E_F/k_BT}\), and

\[
f(0)=\frac{e^{\mu/k_BT}}{1+e^{\mu/k_BT}}=1-e^{-E_F/k_BT}. \tag{22}
\]

The integral in (21) increases with \(q\), because both its range and its square root grow. For any \(T>0\), \(q_s\) thus decreases with \(q\) from the start, and a strict plateau exists only at \(T=0\). Well below the edge the loss is small: since \(-\partial f/\partial E'\le e^{(E'-\mu)/k_BT}/k_BT\), the integral is less than \(e^{-(\mu-E_q)/k_BT}\).

In the example \(k_BT=25.9\ \text{meV}\) at 300 K, or \(0.216E_F\), and \(f(0)=0.990\). Relative to the zero-temperature value, \(q_s\) is lower by about 2% at \(q=k_F\), 7% at \(1.5k_F\) and 25% at \(2k_F\). At the tabulated wavevectors above the edge it is higher, by 9% at \(2.5k_F\). There the steps above \(E_F\) add more than those below \(E_F\) take away. The contribution \(D[1-\sqrt{1-E'/E_q}]\) of a step grows ever faster as \(E'\) rises towards \(E_q\), and steps beyond \(E_q\) give the full \(D\). At \(2.5k_F\) the latter matter most: their weight is \(f(E_q)\approx0.07\), and each raises the response from \(0.4D\) to \(D\), which is about the whole net gain. Immediately above \(2k_F\), where the zero-temperature value is still close to \(q_{TF}\), temperature lowers \(q_s\). The backscattering factor at the Fermi wavevector rises from 0.46 to \([1.585/(1.585+0.567)]^2=0.54\). A constant \(q_{TF}\) thus overestimates the screening of large-angle scattering at room temperature in this model.

## Other limits of validity

A channel of finite thickness, with envelope function \(\zeta(z)\), has a weaker interaction at large \(q\). The potential of a charged sheet falls off as \(e^{-q|z|}\), so averaging over the envelope multiplies \(v(q)\) by

\[
F(q)=\int\!dz\int\!dz'\,|\zeta(z)|^2|\zeta(z')|^2e^{-q|z-z'|}. \tag{23}
\]

For one rigid subband at \(T=0\), \(\Pi\) remains equal to \(D\) below \(2k_F\), but \(q_s=F(q)q_{TF}\) decreases with \(q\). The angular integral must then use this \(q_s\). The effect is large for the parameters of the example. Electrons held against an interface by their own field at that mass, permittivity and density lie about 2 nm deep, so \(2k_F\) times the depth is about 3 and \(F(2k_F)\) is only about 0.3, a much greater loss than the thermal one at 300 K. The spacing to the next subband is then comparable to \(E_F\), so single-subband occupation is not assured either. The bare potential of an impurity at height \(z_i\) must also be averaged over the envelope, which multiplies it by \(\int dz\,|\zeta(z)|^2e^{-q|z-z_i|}\), a factor different from \(F(q)\).

The cancellation also relied on the parabolic band, through the linear denominator (4). An elliptical parabolic band can be rescaled to a circular one and keeps the plateau, with an edge that depends on direction; for a nonparabolic dispersion the plateau is not guaranteed. Exchange and correlation corrections to the random-phase approximation, and level broadening by disorder, are left out and may add a dependence on \(q\). The medium was also taken as uniform. In a transistor, a nearby gate or an insulator of different permittivity changes the Coulomb interaction (5) and can make \(q_s\) depend on \(q\) even at \(T=0\). Equation (14) is a result for the ideal gas, and these effects must be assessed separately before its constant is used for a real channel.

The rate (19) has a further limit: the Born approximation assumes that each impurity scatters weakly. It gives attractive and repulsive charges the same rate, and for unit charges in the channel plane it can be substantially in error.

## Numbers as computed

```
Effective mass: 0.20 m_e
Relative permittivity: 10.0
Sheet density: 1.00e+13 cm^-2
Spin and valley degeneracy: 2, 1
Fermi wavevector kF: 0.7927 nm^-1
Twice the Fermi wavevector: 1.5853 nm^-1
Fermi energy: 119.69 meV
Density of states D: 0.8355 nm^-2 eV^-1
Effective Bohr radius a*: 2.6459 nm
q_TF: 0.7559 nm^-1 = 7.559e+06 cm^-1
q_TF/(2 kF): 0.4768
Temperature of comparison: 300 K
kT: 25.85 meV; kT/E_F: 0.2160
q_s/q_TF for q -> 0 at this temperature: 0.9902
q/kF | q (nm^-1) | q_s/q_TF T=0 | q_s T=0 (nm^-1) | q_s 300 K (nm^-1)
0.5 | 0.3963 | 1.0000 | 0.7559 | 0.7469
1.0 | 0.7927 | 1.0000 | 0.7559 | 0.7393
1.5 | 1.1890 | 1.0000 | 0.7559 | 0.7065
2.0 | 1.5853 | 1.0000 | 0.7559 | 0.5671
2.5 | 1.9817 | 0.4000 | 0.3024 | 0.3304
3.0 | 2.3780 | 0.2546 | 0.1925 | 0.2005
4.0 | 3.1707 | 0.1340 | 0.1013 | 0.1027
Scattering angle 90 deg: q = 1.1210 nm^-1, squared-element factor = 0.3567
Scattering angle 180 deg: q = 1.5853 nm^-1, squared-element factor = 0.4585
State sum, largest error of q_s/q_TF: 6.1e-04
Diagonalization at q/kF = 0.6: q_s/q_TF = 1.0000, formula 1.0000
Diagonalization at q/kF = 1.2: q_s/q_TF = 1.0000, formula 1.0000
Diagonalization at q/kF = 3.0: q_s/q_TF = 0.2546, formula 0.2546
Drop of q_s/q_TF at q/kF = 2.0010: sum 0.03161, square-root law 0.03162
```
